# Why Wigner-sampled classical trajectories are exact for harmonic polaritons

A molecular vibration in a resonant cavity exchanges energy with the cavity mode. One way to simulate this is to draw initial coordinates and momenta from the Wigner function of the quantum initial state, run Newton's equations, and average. If the vibration is harmonic and its dipole is linear in the coordinate, the averages agree with quantum mechanics, zero-point motion included, although no trajectory knows about $\hbar$. If the vibration is anharmonic, they in general drift away from the quantum result. Which term in the equation of motion is responsible, and how fast does its effect grow?

## 1. The model

Let $x,p$ be the mass-weighted coordinate and momentum of the emitter, and $q,r$ those of one lossless cavity mode. The dipole is linear in $x$, and the dipole self-energy is kept:

$$H=\frac{p^2+r^2}{2}+V(x,q),\qquad V=\frac{\omega^2x^2}{2}+\frac{g x^4}{24}+\frac{(\omega_c q-\lambda x)^2}{2}.$$

Here $g\ge 0$ is the fourth derivative of the emitter potential, so the third derivative is $V_{xxx}=gx$. The quadratic part of $V$ has the stiffness matrix

$$K=\begin{pmatrix}\omega^2+\lambda^2&-\lambda\omega_c\\-\lambda\omega_c&\omega_c^2\end{pmatrix},$$

whose eigenvalues are the squared polariton frequencies $\Omega_j^2$. The matrix $U$ holds the normalized eigenvectors, and $U_{xj}^2$ is the emitter share of polariton $j$.

"Harmonic polaritons" means $g=0$, so that the whole Hamiltonian is quadratic. A harmonic emitter alone would not be enough: with a nonlinear dipole $\mu(x)$ in place of $x$, the coupling contributes $\partial_x^2\partial_q V=-\lambda\omega_c\mu''(x)$, a third derivative.

The symmetric quartic potential is chosen because its Moyal series ends after one term. It is not a model of a bond stretch, whose leading anharmonicity is cubic and whose level spacings shrink with energy. The model also has one emitter and no losses, whereas vibrational strong coupling in ordinary infrared cavities is collective and the mode is lossy. The error laws of sections 5 to 8 belong to this model.

## 2. What the Wigner equation contains

For one coordinate, define

$$W(x,p)=\frac1{2\pi\hbar}\int dy\,e^{-ipy/\hbar}\rho\!\left(x+\tfrac y2,\,x-\tfrac y2\right),$$

where $\rho(x_1,x_2)$ is the density matrix. It obeys $i\hbar\,\partial_t\rho=(H_1-H_2)\rho$, with $H_1$ acting on $x_1$ and $H_2$ on $x_2$.

**Kinetic part.** With $x_{1,2}=x\pm y/2$ we have $\partial_{1,2}=\tfrac12\partial_x\pm\partial_y$, hence $\partial_1^2-\partial_2^2=2\partial_x\partial_y$. This part of $\partial_t\rho$ is

$$\frac1{i\hbar}\left(-\frac{\hbar^2}{2}\right)2\,\partial_x\partial_y\rho=i\hbar\,\partial_x\partial_y\rho .$$

Integrating by parts in $y$ turns $\partial_y$ into the factor $ip/\hbar$. The result is $i\hbar(ip/\hbar)\partial_xW=-p\,\partial_xW$, which is purely classical.

**Potential part.** The density matrix is multiplied by $[V(x+\tfrac y2)-V(x-\tfrac y2)]/(i\hbar)$. Even powers of $y$ cancel in the difference:

$$V(x+\tfrac y2)-V(x-\tfrac y2)=V'y+\frac{V'''}{24}y^3+\frac{V^{(5)}}{1920}y^5+\dots$$

Since $\partial_pe^{-ipy/\hbar}=-(iy/\hbar)e^{-ipy/\hbar}$, each factor $y$ becomes $i\hbar\,\partial_p$ acting on $W$. The first term gives $V'\partial_pW$, the classical force term, in which $\hbar$ has cancelled. The second gives

$$\frac{1}{i\hbar}\frac{V'''}{24}(i\hbar)^3\partial_p^3W=-\frac{\hbar^2}{24}V'''\,\partial_p^3W .$$

This is the Moyal series. Quantum mechanics enters the equation of motion through third and higher odd derivatives of the potential.

With two coordinates the same steps hold, with a shift $y$ for each. The quadratic part of $V$ contributes first derivatives and nothing more. The quartic term depends on $x$ alone, and its fifth derivative is zero. The full equation is therefore

$$\partial_tW=\underbrace{-p\,\partial_xW-r\,\partial_qW+V_x\partial_pW+V_q\partial_rW}_{\text{classical Liouville equation}}\;-\;\frac{\hbar^2}{24}\,g x\,\partial_p^3W .$$

For this emitter, exactly one term is missing from the classical description. It acts on the emitter momentum; the cavity and the bilinear coupling contribute nothing to it.

## 3. The harmonic contribution: no error

For $g=0$ the remaining equation says that $W$ is constant along classical trajectories. These are linear, $z(t)=S(t)z(0)$ with $z=(x,p,q,r)$, so

$$W(z,t)=W_0\big(S(t)^{-1}z\big).$$

Hamiltonian flow preserves phase-space volume, so for any observable with phase-space function $A$

$$\langle\hat A\rangle(t)=\int dz\,A(z)W(z,t)=\int dz_0\,W_0(z_0)\,A\big(S(t)z_0\big).$$

The right-hand side is the trajectory average. Nothing was assumed about the initial state: it need not be Gaussian, nor close to classical. The quantum content sits in $W_0$, and the motion carries it along unchanged. Three conditions belong to this statement.

- $A$ must be the Weyl symbol of $\hat A$, the function for which the first equality holds. For $\hat q^2$ and $\hat r^2$ it is $q^2$ and $r^2$. The quantum number of the bare mode $(q,r)$ therefore has the symbol $(r^2+\omega_c^2q^2)/(2\hbar\omega_c)-\tfrac12$. Leaving out the $\tfrac12$ gives a wrong answer even with perfect trajectories.
- Where $W_0$ is negative it is not a probability density. One can sample $|W_0|$ and give each trajectory the sign of $W_0$ as a weight, dividing the weighted sum by the sum of the weights. Replacing $W_0$ by a positive function changes the initial state.
- A finite number of random trajectories has statistical noise. The exactness concerns the full average.

The program tests this with one quantum in the cavity mode and the emitter displaced, in units $\hbar=\omega=1$. At a chosen phase-space point $W_0=-0.08674$. At the end of the harmonic trajectory from that point, at $t=20$, the quantum Wigner function is again $-0.08674$. With $g=0.2$ and the corresponding anharmonic trajectory it is $-0.07323$, a change of 16 % relative to the starting value. That change is the work of the third-derivative term.

## 4. The quartic contribution, seen through observables

Multiply the Wigner equation by $A$ and integrate by parts. Each derivative moved from $W$ to $A$ brings a minus sign, so the cubic term changes sign:

$$\frac{d}{dt}\langle A\rangle=\langle(L+Q)A\rangle,\qquad Q=\frac{\hbar^2}{24}\,g x\,\partial_p^3,$$

$$L=p\,\partial_x+r\,\partial_q-V_x\partial_p-V_q\partial_r .$$

Classical trajectories keep $L$ and omit $Q$. All errors below are quantum minus classical.

The operator $Q$ needs three powers of $p$ to act on. It gives zero on $x$, $p$, $q$, $r$ and on all quadratic functions, so the equations for their rates have the same form in both theories. The lowest power of $p$ that shows a difference is

$$Qp^3=\frac{\hbar^2}{24}\,gx\cdot6=\frac{\hbar^2}{4}\,g x .$$

The classical rate of $\langle p^3\rangle$ lacks $\hbar^2g\langle x\rangle/4$. For $g=1$ and $\langle x\rangle=1$ the program finds the missing amount $0.2500$ from operator algebra.

The equal form of the first-moment equations does not protect the first moments. The rate $d\langle p\rangle/dt=-\langle V_x\rangle$ contains $\langle x^3\rangle$, and this average is eventually affected.

## 5. How the error reaches the coordinates at short times

The $n$th time derivative of $\langle x\rangle$ at $t=0$ is $\langle(L+Q)^nx\rangle$. We need the first $n$ at which $Q$ matters. In $L$, the terms $D=p\,\partial_x+r\,\partial_q$ raise the degree in the momenta by one, and the force terms lower it by one. Starting from $x$:

- $Lx=p$ and $L^2x=-V_x$, which has degree zero in the momenta;
- each further step raises the highest degree by one, so $L^3x$ and $L^4x$ have degrees one and two, and $Q$ annihilates them;
- $L^5x$ has the cubic part $-D^3V_x$. The linear part of $V_x$ does not survive three derivatives, and $gx^3/6$ gives $-g p^3$.

The first correction is thus in the sixth derivative:

$$Q(-gp^3)=-\frac{\hbar^2g^2}{4}\,x .$$

Dividing by $6!=720$,

$$\Delta\langle x\rangle(t)=-\frac{\hbar^2g^2\langle x\rangle_0}{2880}\,t^6+\dots$$

For the cavity, $Lq=r$ and $L^2q=-\omega_c^2q+\lambda\omega_cx$, with no contribution from $Q$. The $(n+2)$th derivative of $\langle q\rangle$ is therefore $-\omega_c^2$ times the $n$th derivative of $\langle q\rangle$ plus $\lambda\omega_c$ times that of $\langle x\rangle$. The emitter error in the sixth derivative appears in the eighth derivative of $\langle q\rangle$, and nothing appears earlier:

$$\Delta\langle q\rangle(t)=-\frac{\lambda\omega_c\hbar^2g^2\langle x\rangle_0}{4\cdot8!}\,t^8+\dots$$

The cavity coordinate inherits the error through the coupling, two powers of time later. For $g=1$, $\lambda=0.2$, $\langle x\rangle_0=1$ the program gives $-0.2500$ and $-0.0500$ for the two derivative errors, and zero in the orders below.

These laws give the leading term for any $g$, but they are quantitative only while $t$ is small compared with the inverse frequencies of the motion, which the quartic term raises. For $g=1$ and the displaced ground state, the actual error of $\langle x\rangle$ is about 85 % of the $t^6$ law at $t=0.5/\omega$ and about 60 % at $t=1/\omega$. They explain the late onset of the error and say nothing about many oscillations.

## 6. Weak anharmonicity at any fixed time

Differentiate $e^{(L+Q)s}e^{L(t-s)}$ with respect to $s$. The two terms containing $L$ cancel and leave $e^{(L+Q)s}\,Q\,e^{L(t-s)}$. Integrate from $0$ to $t$, apply the result to $x$, and average over the initial state:

$$\Delta\langle x\rangle(t)=\frac{\hbar^2g}{24}\int_0^tds\,\Big\langle x\,\partial_p^3\,x_{\rm cl}(t-s;z)\Big\rangle_s .$$

Here $x_{\rm cl}(\tau;z)$ is the classical position a time $\tau$ after starting at $z$, and $\langle\cdot\rangle_s$ is the average over the quantum Wigner function at time $s$. The error is thus governed by how nonlinearly a trajectory depends on its initial momentum. Harmonic trajectories depend on it linearly and give zero. One factor $g$ stands in front, and a second must come from the curvature of the classical flow.

To find that curvature, let $G(t)$ be the harmonic response of $x$ to a unit kick in $p$. Expanding the kick in polaritons,

$$G(t)=\sum_jU_{xj}^2\,\frac{\sin\Omega_jt}{\Omega_j}.$$

The anharmonic force $-gx^3/6$ acts as a succession of kicks, so to first order in $g$

$$x_{\rm cl}(\tau;z)=x_h(\tau;z)-\frac g6\int_0^\tau du\,G(\tau-u)\,x_h(u;z)^3,$$

where $x_h$ is the harmonic trajectory. It is linear in the initial momentum with slope $\partial_px_h(u;z)=G(u)$, so $\partial_p^3x_h^3=6G(u)^3$ and

$$\partial_p^3x_{\rm cl}=-g\int_0^\tau du\,G(\tau-u)\,G(u)^3 .$$

This no longer depends on $z$. What remains of the average is $\langle x\rangle_s$, which at leading order may be replaced by the harmonic mean $\langle x\rangle_h(s)$:

$$\boxed{\Delta\langle x\rangle(t)=-\frac{\hbar^2g^2}{24}\int_0^tds\,\langle x\rangle_h(s)\int_0^{t-s}du\,G(t-s-u)\,G(u)^3+O(g^3)}$$

For $\langle q\rangle$, the outer factor $G(t-s-u)$ is replaced by the response of $q$ to a kick in $p$, $\sum_jU_{qj}U_{xj}\sin(\Omega_jt)/\Omega_j$.

At this order the error depends on the initial state through its mean motion alone; the width and shape of $W_0$ drop out. If the mean vanishes, the $g^2$ error of the mean coordinates vanishes too. This rests on $V_{xxx}=gx$ being odd in $x$. A cubic term $cx^3/6$, as in a Morse-like stretch, adds the constant $c$ to $V_{xxx}$ and produces errors of order $cg$ and $c^3$ that remain when the harmonic mean is zero.

At short times $G(u)\approx u$. The inner integral is then $\tau^5(\tfrac14-\tfrac15)=\tau^5/20$ with $\tau=t-s$, the outer one gives $t^6/120$, and the prefactor $1/24$ restores $1/2880$, in agreement with section 5.

The program tests the formula against the difference between full quantum and full classical dynamics at $g=0.01$ and $0.02$, extrapolated to $g\to0$, for $t\le20$. The largest deviation relative to the peak of the law is 0.12 % for $x$ and 0.21 % for $q$.

## 7. The part that grows

Over many periods, most terms in the double integral oscillate and stay comparatively small. The resonant ones grow. Write $a_j=U_{xj}^2/\Omega_j$, so that $G=\sum_ja_j\sin\Omega_ju$, and let $k$ denote the other polariton.

**Step 1: the cube.** From $\sin^3\theta=\tfrac34\sin\theta-\tfrac14\sin3\theta$ and $\sin^2\theta=\tfrac12-\tfrac12\cos2\theta$, the part of $G^3$ at frequency $\Omega_j$ is $\kappa_j\sin\Omega_ju$ with

$$\kappa_j=\tfrac34a_j^3+\tfrac32a_ja_k^2 .$$

The first term is the polariton's own anharmonicity, and the second comes from the motion of the other polariton.

**Step 2: the inner integral.** Since

$$\int_0^\tau du\,\sin\Omega_j(\tau-u)\,\sin\Omega_ju=-\frac\tau2\cos\Omega_j\tau+\frac{\sin\Omega_j\tau}{2\Omega_j},$$

the growing part is $-\tfrac12a_j\kappa_j\,\tau\cos\Omega_j\tau$.

**Step 3: the outer integral.** Let the harmonic mean contain $X_j\cos\Omega_js$. The product $\cos\Omega_js\,\cos\Omega_j(t-s)$ has the non-oscillating part $\tfrac12\cos\Omega_jt$, and $\int_0^t(t-s)\,ds=t^2/2$. The growing part is $-\tfrac18a_j\kappa_jt^2X_j\cos\Omega_jt$.

Multiplying by $-\hbar^2g^2/24$ gives the error relative to the component of $\langle x\rangle$ at $\Omega_j$:

$$\frac{\Delta_j}{X_j\cos\Omega_jt}\simeq\frac{\hbar^2g^2a_j\kappa_j}{192}\,t^2=\left(\frac t{T_j}\right)^2,\qquad T_j=\frac1{\hbar g}\sqrt{\frac{192}{a_j\kappa_j}} .$$

The sign is positive: at this order each polariton component of the mean has a larger amplitude in the quantum result than in the classical one.

The result requires $t\gg1/|\Omega_+-\Omega_-|$, so that the two polaritons count as separate frequencies, and no accidental resonance such as $3\Omega_-=\Omega_+$. Compared with the double integral for the parameters of section 8, it deviates by 0.7 % near $t=4000$ and 0.35 % near $t=8000$. The halving fits a remainder smaller by one power of $t$. This checks the asymptotics of the integral; the $g^2$ expansion itself does not reach such times at $g=0.2$.

**Bare emitter.** Without coupling, $a=1/\omega$ and $\kappa=3/(4\omega^3)$, so $T_{\rm bare}=16\omega^2/(\hbar g)$.

**Resonant cavity.** For $\omega_c=\omega$, the determinant of $K$ gives $\Omega_+\Omega_-=\omega^2$ and its trace gives $\Omega_+^2+\Omega_-^2=2\omega^2+\lambda^2$. Hence

$$\Omega_+-\Omega_-=\lambda,\qquad\Omega_++\Omega_-=\sqrt{4\omega^2+\lambda^2}.$$

The shares add to one and satisfy $\sum_jU_{xj}^2\Omega_j^2=K_{xx}$. Solving these two equations, and using $K_{xx}-\Omega_-^2=\Omega_+^2-\omega^2=\Omega_+(\Omega_+-\Omega_-)$,

$$U_{x+}^2=\frac{K_{xx}-\Omega_-^2}{\Omega_+^2-\Omega_-^2}=\frac{\Omega_+}{\Omega_++\Omega_-},\qquad U_{x-}^2=\frac{\Omega_-}{\Omega_++\Omega_-}.$$

Both values of $a_j$ therefore equal $a=1/(\Omega_++\Omega_-)$, and $a\kappa=\tfrac94a^4$. The two polaritons have the same time scale,

$$T=\frac{2\sqrt{192}}{3}\,\frac{4\omega^2+\lambda^2}{\hbar g},\qquad\frac T{T_{\rm bare}}=\frac4{\sqrt3}\left(1+\frac{\lambda^2}{4\omega^2}\right).$$

For $\lambda\ll\omega$ each polariton carries about half of the emitter, and the anharmonicity it feels is diluted. The factor $4/\sqrt3\approx2.31$ survives as $\lambda\to0$ because the formula presumes $t\gg1/\lambda$. For $t\ll1/\lambda$ the emitter has not yet shared its energy, and the bare behaviour applies.

## 8. A worked case, and the weight of each contribution

Take $\hbar=\omega=\omega_c=1$, $\lambda=0.2$, $g=0.2$. The emitter starts in its harmonic ground-state Gaussian displaced to $x=1$, and the cavity mode in its ground state. The bare emitter has level spacings $1.0239$ and $1.0466$, an anharmonicity of about 2 %.

The polariton frequencies follow from their sum $\sqrt{4.04}=2.0100$ and difference $0.2$: they are $1.1050$ and $0.9050$. The emitter shares are $1.1050/2.0100=0.550$ and $0.450$. The time scale is

$$T=\frac{2\sqrt{192}}3\cdot\frac{4.04}{0.2}=9.238\times20.2=186.6,$$

against $16/0.2=80$ for the bare emitter, a ratio of $2.33$.

The classical averages below use deterministic quadrature over $W_0$, so they carry no sampling noise.

| $t$ | $\langle x\rangle$ quantum | $\langle x\rangle$ classical | error | $g^2$ law |
|---|---|---|---|---|
| 20 | −0.2213 | −0.2146 | −0.0067 | 0.0012 |
| 40 | 0.5737 | 0.5369 | 0.0369 | 0.0476 |
| 60 | −0.0452 | −0.0529 | 0.0077 | −0.0718 |

**Size of the error.** The largest error of $\langle x\rangle$ is 0.011 up to $t=20$, 0.042 up to $t=40$ and 0.062 up to $t=60$, in units where the initial displacement is 1. The $g^2$ law gives 0.013, 0.051 and 0.081. It has the right magnitude and overestimates the peak by about 20 to 30 %. The secular estimate for each polariton component at $t=60$ is $(60/186.6)^2=0.10$ of that component. Here it gives no more than the order of magnitude: terms that grow more slowly than $t^2$ and higher orders in $g$ are not negligible, and they can differ between the two polaritons.

**Instantaneous value.** Here the law fails at this $g$: at $t=20$ and $t=60$ even its sign is wrong. Part of the reason is that it oscillates at the harmonic polariton frequencies, whereas the true motion is shifted at first order in $g$. The bare 0–1 spacing is shifted by $0.024$, which over $t=60$ amounts to a phase of $1.4$. A change $\delta K$ of the emitter stiffness shifts a polariton by $a_j\,\delta K/2$ and the bare emitter by $\delta K/(2\omega)$, so the polaritons receive about half of such a shift. The initial displacement adds to it, and the accumulated phases at $t=60$ are about $0.8$ and $1.0$. Using the shifted frequencies in the formula roughly halves its deviation from the actual error but leaves the sign at $t=60$ wrong, so other higher-order terms matter as well. The classical trajectories contain frequency shifts of this kind; the $g^2$ formula for their error does not. Hence $T$ is a scale for the growth of the error and no sharp limit of validity, and the pointwise law needs a small accumulated anharmonic phase.

**Sampling noise.** At $t=60$ the classical spread of $x$ is 0.83, so $10^4$ independent random trajectories give a standard error of $0.83/100=0.0083$. This is comparable to the actual error at that instant, 0.0077, and well below the peak error of 0.062. More trajectories reduce the noise and leave the missing quantum term untouched.

The numerical check computes the numbers of this worked case. Its assertions test the exact harmonic transport, the short-time derivatives, the $g^2$ law and the secular growth of that law.

## Computed results

```
Units: hbar = w = 1; time in 1/w, energy in hbar w, x and q in sqrt(hbar/w)
Inputs: wc = 1.0, lam = 0.2, g = 0.2, initial <x> = 1.0
Polariton frequencies [w]: 0.90499, 1.10499
Emitter shares of the two polaritons: 0.4502, 0.5498
Bare emitter spacings E1-E0, E2-E1 [hbar w]: 1.02386, 1.04658
Wigner value of the one-photon state carried along a trajectory [1/hbar^2]
  start: -0.086742
  t = 20, g = 0: -0.086742
  t = 20, g = 0.2: -0.073225
<x^4> at t = 20, g = 0, one-photon state [(hbar/w)^2]: quantum 3.851830, signed classical 3.851830
Quantum minus classical derivatives at t = 0, for g = 1 [reduced units]
  first derivative of <p^3>: 0.250000
  fifth, sixth derivative of <x>: 0.000000, -0.250000
  seventh, eighth derivative of <q>: 0.000000, -0.050000
g^2 law against full dynamics, t <= 20, g -> 0, largest deviation relative to peak: x 1.2e-03, q 2.1e-03
Means at g = 0.2: t | <x> quantum, classical, error, g^2 law
  10 | -0.21114, -0.20779, -0.00334, -0.00754
  20 | -0.22127, -0.21455, -0.00672, 0.00117
  30 | -0.67584, -0.66095, -0.01489, -0.00663
  40 | 0.57370, 0.53685, 0.03686, 0.04755
  50 | 0.38404, 0.36534, 0.01870, -0.01745
  60 | -0.04522, -0.05293, 0.00771, -0.07181
Means at g = 0.2: t | <q> quantum, classical, error, g^2 law
  10 | -0.58179, -0.57894, -0.00285, -0.00297
  20 | 0.86015, 0.84862, 0.01153, 0.01531
  30 | -0.07283, -0.07212, -0.00071, -0.01054
  40 | 0.01304, 0.00869, 0.00436, -0.01594
  50 | -0.61042, -0.56164, -0.04877, -0.00331
  60 | 0.19354, 0.17466, 0.01888, 0.02613
Largest error of <x> up to time t: t | full dynamics, g^2 law
  20 | 0.01060, 0.01278
  40 | 0.04236, 0.05138
  60 | 0.06198, 0.08061
Change of classical means from 9 to 12 nodes per axis: 4.1e-05
Classical spread of x at t = 60: 0.8268; standard error with 10000 random trajectories: 0.00827
Secular law against double integral, relative deviation near t = 4000, 8000: 0.0070, 0.0035
Time scales T_j of the two polaritons [1/w]: 186.6, 186.6
Time scale of the bare emitter [1/w]: 80.0
Ratios polariton to bare: 2.332, 2.332
```
